Why homolysis can overtake concerted elimination when a precursor is heated

**1. What dimensions fix, and what they leave open**

A gas-phase precursor molecule decomposes by two parallel first-order channels. In homolysis (h) one bond breaks and two radicals separate. In concerted elimination (e) a hydrogen atom moves through a cyclic transition state while a closed-shell fragment leaves. Homolysis has the higher barrier. At what temperature can it nevertheless become the faster channel?

Let ΔΔH‡ and ΔΔS‡ be the activation enthalpy and entropy of homolysis minus those of elimination. The first is an energy per mole, the second an energy per mole and kelvin, as is the gas constant R. A temperature built from these three must have the form

T* = (ΔΔH‡/ΔΔS‡) f(ΔΔS‡/R),

with f a dimensionless function that dimensions cannot determine. It follows from how a rate constant depends on the activation free energy. For each channel define ΔG‡ by

k = (k_B T/h) exp(−ΔG‡/RT),

where h in the prefactor is Planck's constant. At a given temperature the prefactor is common to both channels, so equal rates mean ΔΔG‡ = 0. With ΔΔG‡ = ΔΔH‡ − TΔΔS‡ this condition does not contain R. Hence f = 1 and

T* = ΔΔH‡(T*)/ΔΔS‡(T*).

The parameters are defined from the rate constant itself, by ΔS‡ = −dΔG‡/dT and ΔH‡ = ΔG‡ + TΔS‡. The relation therefore holds for any pair of smooth k(T), provided that both parameters are taken at T* and ΔΔS‡ is not zero there. Natural units here are K, s⁻¹, kJ/mol and J/(mol K).

**2. Gaining is not yet overtaking**

The logarithm of the rate ratio is

ln(k_h/k_e) = −ΔΔG‡/(RT) = ΔΔS‡/R − ΔΔH‡/(RT).

Differentiate the first form, using dΔΔG‡/dT = −ΔΔS‡:

d ln(k_h/k_e)/dT = ΔΔS‡/(RT) + ΔΔG‡/(RT²)
= (TΔΔS‡ + ΔΔG‡)/(RT²)
= ΔΔH‡/(RT²).

The entropy has dropped out of the slope. Wherever ΔΔH‡ > 0, heating favours homolysis, and the ratio can pass through one at most once.

Whether it reaches one is decided by the entropy. For constant parameters with ΔΔH‡ > 0, the ratio rises towards exp(ΔΔS‡/R) as T → ∞. If ΔΔS‡ ≤ 0 this ceiling is at most one, and homolysis gains for ever without overtaking. If ΔΔS‡ > 0 there is one crossing. It matters in practice if ΔΔS‡ is large enough to bring T* into the accessible range.

Integrating the slope from T*, where the logarithm is zero, with ΔΔH‡ held at its value there, gives

k_h/k_e ≈ exp[(ΔΔH‡/R)(1/T* − 1/T)].

**3. Where the entropy comes from**

Take a molecule of energy E, and let ε₀ be the barrier per molecule, including zero-point energy. Motion along the reaction coordinate q, with momentum p and mass μ, contributes dq dp/h states. The flux of states through the transition state in the forward direction is

∫ (p/μ) ρ‡(E − ε₀ − p²/2μ) dp/h = (1/h) ∫ ρ‡(E − ε₀ − ε) dε = N‡(E − ε₀)/h.

Here ε = p²/2μ, so dε = (p/μ) dp; ρ‡ is the density of states of the remaining modes, and N‡ is the number of their states up to the available energy. Let all reactant states of energy E be equally populated. Dividing by their density ρ(E), and multiplying by the number L of equivalent paths, then gives

k(E) = L N‡(E − ε₀)/[hρ(E)].

Average this over a thermal distribution, with β = 1/(k_B T) and reactant partition function Q. The density ρ cancels, and with x = E − ε₀

k = (L/hQ) exp(−βε₀) ∫ N‡(x) exp(−βx) dx.

Integrate by parts. The boundary terms vanish, because N‡ is zero below threshold and the exponential wins at large x. Since dN‡/dx = ρ‡, the integral equals Q‡/β, and

k = L (k_B T/h)(Q‡/Q) exp(−E₀/RT),

where E₀ is the barrier per mole. This assumes a thermal energy distribution, no return through the transition state and no tunnelling.

Now let the modes be harmonic and the moments of inertia unchanged. Measured from its zero-point level, a mode of wavenumber ν has the partition function 1/(1 − e^(−y)), with y = hcν/(k_B T). Its free energy is g = RT ln(1 − e^(−y)). Because dy/dT = −y/T,

s = −dg/dT = R[y/(e^y − 1) − ln(1 − e^(−y))],
u = g + Ts = RT y/(e^y − 1).

Comparison with the definition of ΔG‡ gives

ΔS‡ = R ln L + Σs(ν‡) − Σs(ν),
ΔH‡ = E₀ + Σu(ν‡) − Σu(ν).

Modes that do not change cancel. For a soft mode, y ≪ 1, the entropy is s ≈ R(1 − ln y), so lowering a wavenumber from ν to ν‡ gains about R ln(ν/ν‡). A stretched bond holds its fragments' orientation weakly, which lowers rocking, bending and torsional wavenumbers. A ring-shaped transition state does the reverse: atoms that could twist freely must now line up.

**4. The contributions weighed in a model precursor**

The parameters are round numbers and describe no named compound. Homolysis has E₀ = 230 kJ/mol and one path; elimination has E₀ = 190 kJ/mol and two. Eight reactant modes are listed separately: the seven named below, and one at 1000 cm⁻¹ that keeps its value in both transition states. Sixteen more are spectators. The crossing lies at T* = 847 K (574 °C), where both rate constants are 13 s⁻¹. The entropy contributions at T*, in J/(mol K), are as follows.

Homolysis:
- the 500 cm⁻¹ stretch becomes the reaction coordinate: −9.92
- two rocking modes, 600 → 150 cm⁻¹: +22.40
- two bending modes, 200 → 50 cm⁻¹: +22.98
- torsion, 100 → 50 cm⁻¹: +5.76

Elimination:
- the 2900 cm⁻¹ stretch becomes the reaction coordinate: −0.36
- stretch, 500 → 400 cm⁻¹: +1.77
- two bending modes, 200 → 300 cm⁻¹: −6.64
- torsion, 100 → 400 cm⁻¹: −11.38
- two equivalent paths, R ln 2: +5.76

The sums are 41.2 for homolysis and −10.9 for elimination, so ΔΔS‡ = 52.1 J/(mol K). Softening in homolysis supplies 22.40 + 22.98 + 5.76 = 51.1. Stiffening in elimination adds 6.64 + 11.38 = 18.0 to the difference. The largest opposing terms are the lost 500 cm⁻¹ stretch and the second elimination path.

The enthalpies are 231.74 and 187.62 kJ/mol, so ΔΔH‡ = 44.12 kJ/mol. Of this, 40 is the barrier difference and 4.12 is thermal energy, since soft modes hold more of it than stiff ones. Then

T* = 44 120/52.06 K ≈ 847 K.

Enthalpy and barrier must not be mixed. Dividing the bare barrier difference by the same entropy gives 40 000/52.06 ≈ 768 K, which is 79 K too low. A test by explicit counting of vibrational states, without the partition-function formulas for the modes, gives the same T* and confirms both channels' activation enthalpies and entropies.

At T* the entropy favours homolysis by exp(52.06/8.314) ≈ 520, and the enthalpy disfavours it by the same factor. Away from T* the balance tips:

- 600 K: k_h/k_e = 0.073
- 747 K: k_h/k_e = 0.43
- 947 K: k_h/k_e = 1.93

The constant-enthalpy expression of section 2 gives 0.076, 0.43 and 1.94.

To isolate the softening, restore the rocking, bending and torsional modes of the homolysis transition state to their reactant values. The entropy difference at 847 K is then −9.92 + 10.85 = +0.93 J/(mol K), still positive. Yet the rate ratio stays below 0.53 over the tested range, 300 to 20 000 K. The upper end is a mathematical check on the harmonic model, not a chemical condition.

The high-temperature limit shows why a small positive value at one temperature is not enough. Each mode's partition function tends to k_B T/(hcν). Both transition states keep seven of the eight separately listed modes, so the temperature cancels and

k_h/k_e → (product of the seven ν in e)/(2 × product of the seven ν in h) ≈ 0.62.

This limit is approached from below, because ΔΔH‡ stays positive. After the common modes cancel, only the pair 2900 cm⁻¹ (h) against 400 cm⁻¹ (e) lowers ΔΔH‡, and by at most half their difference, about 15 kJ/mol out of 40. The limit is thus a ceiling, and it is below one. In this model the softening is therefore necessary for the crossing.

**5. The same balance seen in energy**

The activation energy is E_a = RT² d ln k/dT. Inserting the definition of ΔG‡, the prefactor contributes RT and the exponential contributes ΔH‡, so E_a = ΔH‡ + RT. Alternatively, write k as the thermal average of k(E), a quotient of two integrals over energy, and differentiate ln k with respect to −β. The numerator gives the mean energy of reacting molecules, and the denominator gives minus that of all molecules:

E_a = ⟨E⟩_reacting − ⟨E⟩_all.

At T* the mean vibrational energy of all molecules is 78.0 kJ/mol. Molecules undergoing homolysis have 316.8 on average, those undergoing elimination 272.7. The differences, 238.8 and 194.7, agree with ΔH‡ + RT, where RT = 7.05 kJ/mol.

The energy-resolved rates cross at 287.8 kJ/mol above the reactant's zero-point level, between these two means. Below that energy elimination, with both its paths counted, has more open transition-state states, because its threshold is lower. Above it homolysis has more, because its soft modes fill with states faster. Heating moves molecules from the first region into the second.

**6. How well can T* be predicted?**

Suppose the parameters are known at T₀ = 600 K. With a constant difference ΔΔC of activation heat capacities, ΔΔH‡ changes by ΔΔC(T − T₀) and ΔΔS‡ by ΔΔC ln(T/T₀). Hence

ΔΔG‡(T) ≈ ΔΔH₀ − TΔΔS₀ + ΔΔC[T − T₀ − T ln(T/T₀)].

The bracket vanishes at T₀ and has derivative −ln(T/T₀), so it is negative on either side. Here ΔΔC = −3.63 J/(mol K). The correction is positive and raises the crossing from 844 K, obtained with constant parameters, to 847.0 K. The full model gives 847.4 K.

Errors in the barriers matter far more. Along the crossing ΔΔG‡ remains zero. A change dΔE₀ of the barrier difference must therefore be balanced by ΔΔS‡ dT*, so that

dT*/dΔE₀ = 1/ΔΔS‡ = 19 K per kJ/mol.

Raising the homolysis barrier by 4 kJ/mol moves T* to 925 K. Prefactors matter too: with one elimination path instead of two, constant parameters give 44 120/(52.06 + 5.76) K ≈ 763 K. The smaller ΔΔS‡ is, the less certain T* becomes.

**7. Does the precursor survive to T*?**

At constant temperature the yields of parallel first-order channels stand in the ratio k_h/k_e at all times. At T* the lifetime is 1/(2 × 13.05 s⁻¹) ≈ 0.04 s, so a slowly heated precursor is gone before it gets there.

Let the temperature rise at a rate b. The surviving fraction n obeys dn/dT = −kn/b, with k = k_h + k_e. The loss per kelvin, kn/b, peaks where

(dk/dT)n + k(dn/dT) = 0, hence dk/dT = k²/b, hence b = k/(d ln k/dT).

At T* both rate constants equal k*. Thus k = 2k*, and its logarithmic slope is the mean of the two, (E_a,h + E_a,e)/(2RT*²). The heating rate that puts the peak at T* is

b* = 4k*RT*²/(E_a,h + E_a,e)
= 4 × 13.05 × 8.314 × 847.4²/433 500 ≈ 719 K/s.

Numerical integration of the survival equation confirms in a test that the peak falls at T*. The results for three heating rates, starting from 400 K, are:

- 1 K/s: peak at 700 K, homolysis yield 19.5 %
- 719 K/s: peak at 847 K, homolysis yield 47.5 %
- 100 000 K/s: peak at 995 K, homolysis yield 69.3 %

The middle yield is below one half although the peak sits at the crossing. If the logarithmic slope of k is taken as constant, then ∫(k/b)dT up to the peak equals (k/b)/(d ln k/dT) = 1. The survivors at the peak are then a fraction 1/e, so in this approximation about 63 % of the molecules have already reacted at temperatures where elimination is faster. The slope in fact falls as T rises, which makes the true share slightly smaller but still well above one half.

The stability window and the crossover are thus separate matters. The total rate and the heating time decide how hot the intact precursor can become; the rate ratio decides which products it gives there.

**8. When collisions are too rare**

The thermal distribution f(E) assumed so far must be maintained by collisions. Suppose that each collision, at frequency ω, restores it completely, and that between collisions energy spreads over the modes of a molecule faster than the molecule reacts, so that k(E) of section 3 still applies. Molecules at energy E are then supplied at the rate ωf(E) and removed at the rate ω + k_h(E) + k_e(E) per molecule. The steady state gives

k_i = ∫ k_i(E) ωf(E)/[ω + k_h(E) + k_e(E)] dE.

For large ω the thermal result returns. For small ω, molecules react before the next collision, and k_i → ω∫ f(E) k_i(E)/[k_h(E) + k_e(E)] dE over the energies above the lower threshold. Each molecule lifted above that threshold then reacts at the energy at which it arrived, and most arrive at low energies, where elimination dominates. Rare collisions deplete most strongly the fast-reacting, high-energy molecules on which homolysis depends.

At 847 K the calculated ratio k_h/k_e falls to 0.86 for ω = 10⁹ s⁻¹, 0.35 for 10⁷ s⁻¹, 0.050 for 10⁵ s⁻¹ and 0.007 for 10³ s⁻¹. The crossover at 847 K and the heating results of section 7 therefore belong to the high-pressure limit. At lower pressure homolysis is still the slower channel there, and entropy parameters from high-pressure data overstate its share. For scale, a gas-kinetic collision frequency at this temperature is of order 10⁹ to 10¹⁰ s⁻¹ at 1 bar and is proportional to pressure. This model is therefore near its high-pressure limit at atmospheric pressure and well into the fall-off at a millibar. Real collisions usually transfer energy in smaller steps than assumed here, which deepens the fall-off.

Other conditions act on the individual rates. The model keeps the moments of inertia fixed, but stretching a bond raises them. If this doubled the rotational partition function of the homolysis transition state, ΔΔS‡ would grow by R ln 2 and T* would fall to about 763 K, the same shift as for a single elimination path. Modes as soft as 50 cm⁻¹ are large-amplitude motions at these temperatures, and in a real molecule they may need a hindered-rotor treatment instead of the harmonic one. Tunnelling of the migrating hydrogen would raise k_e and move the crossing upwards. Homolysis without a saddle point has a transition state whose position shifts with temperature, so its ΔH‡ and ΔS‡ must be taken from the actual k_h(T) near T*. Recombination of the radicals lowers the net yield of homolysis, while radical chains can consume further precursor; neither is contained in the initial forward rates compared here. The full set of values is in the numerical output below.

Values computed for the example and the checks

```
Reactant changing modes (cm^-1): [2900, 1000, 500, 600, 600, 200, 200, 100]
Spectator modes (cm^-1): [3000, 3000, 3000, 3000, 1400, 1400, 1400, 1400, 800, 800, 800, 800, 300, 300, 150, 150]
Homolysis: E0 = 230 kJ/mol, paths = 1
  transition-state modes (cm^-1): [2900, 1000, 150, 150, 50, 50, 50]
  dH at T* = 231.74 kJ/mol
  dS at T* = 41.21 J/(mol K)
  mean energy of reacting molecules at T* = 316.8 kJ/mol
Elimination: E0 = 190 kJ/mol, paths = 2
  transition-state modes (cm^-1): [1000, 400, 600, 600, 300, 300, 400]
  dH at T* = 187.62 kJ/mol
  dS at T* = -10.85 J/(mol K)
  mean energy of reacting molecules at T* = 272.7 kJ/mol
Mean vibrational energy of all molecules at T* = 78.0 kJ/mol
ddH at T* = 44.12 kJ/mol
ddS at T* = 52.06 J/(mol K)
Crossover T* = 847.4 K = 574.3 deg C
Crossover from counted states = 847.4 K
Common rate constant at T* = 13.05 s^-1
Entropy contributions at T*, J/(mol K):
  h: stretch 500 lost: -9.92
  h: two modes 600 to 150: 22.40
  h: two modes 200 to 50: 22.98
  h: torsion 100 to 50: 5.76
  e: stretch 2900 lost: -0.36
  e: stretch 500 to 400: 1.77
  e: two modes 200 to 300: -6.64
  e: torsion 100 to 400: -11.38
  e: two equivalent paths: 5.76
T = 600.0 K: k_h = 1.133e-05 s^-1, k_e = 1.553e-04 s^-1
  k_h/k_e = 0.0729, constant-parameter form 0.0756
T = 747.4 K: k_h = 1.404e-01 s^-1, k_e = 3.260e-01 s^-1
  k_h/k_e = 0.4308, constant-parameter form 0.4327
T = 947.4 K: k_h = 4.674e+02 s^-1, k_e = 2.422e+02 s^-1
  k_h/k_e = 1.9301, constant-parameter form 1.9365
Largest k_h/k_e without softening, 300-20000 K: 0.523
At 600 K: ddH = 45.18 kJ/mol, ddS = 53.54 J/(mol K), ddC = -3.63 J/(mol K)
T* from constant 600 K parameters = 844.0 K
T* with heat-capacity correction = 847.0 K
Slope dT*/dE0 difference = 19.21 K per kJ/mol
T* with homolysis barrier raised by 4 kJ/mol = 924.6 K
Heating rate with peak at T*: 719.2 K/s
Heating 1.0 K/s: peak 700.0 K, homolysis yield 19.5 %
Heating 719.2 K/s: peak 847.4 K, homolysis yield 47.5 %
Heating 100000.0 K/s: peak 994.6 K, homolysis yield 69.3 %
Energy where k_h(E) = k_e(E): 287.8 kJ/mol
Collision rate 1e+09 s^-1: k_h/k_e at T* = 0.8642
Collision rate 1e+07 s^-1: k_h/k_e at T* = 0.3514
Collision rate 1e+05 s^-1: k_h/k_e at T* = 0.0502
Collision rate 1e+03 s^-1: k_h/k_e at T* = 0.0071
```
